# Final Grain Density in Two-Dimensional Recrystallization at Constant Nucleation Rate

## 1. Dimensions fix the exponent

A flat film of fine-grained metal recrystallizes. New grains appear at a rate $I$ per unit of untransformed area and unit of time, and their fronts advance at speed $v$. If these two constants are the only quantities that set a length or a time, the final number of grains per area has the form $N=C\,I^a v^b$ with a pure number $C$.

The dimensions are $[I]=L^{-2}T^{-1}$, $[v]=LT^{-1}$ and $[N]=L^{-2}$. Matching powers of time gives $-a-b=0$, so $b=-a$. Matching powers of length gives $-2a+b=-2$, so $-3a=-2$ and $a=2/3$. Hence

$$N=C\left(\frac{I}{v}\right)^{2/3}. \tag{1}$$

Fast nucleation gives many small grains; fast growth uses up the matrix before many nuclei can form. The natural length is $(v/I)^{1/3}$ and the natural time is $(Iv^2)^{-1/3}$. "Scaled" quantities below are measured in these units, which amounts to setting $I=v=1$. Any further length, such as a film thickness or a nucleus radius, can enter through its ratio to $(v/I)^{1/3}$, and then $C$ is no longer a constant.

What remains is to find $C$. The result will be

$$C=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}=0.879. \tag{2}$$

## 2. Model and counting rule

The assumptions are these.

- Nucleation events are independent and uniformly distributed over the untransformed area. They start at $t=0$ with constant $I$.
- A nucleus has negligible size. Its radius grows at the same constant speed $v$ in every direction and for every grain.
- A front stops where it meets another grain. No grain disappears afterwards.
- The film is much wider than a grain, so edges do not matter and area averages equal probabilities.

One nucleus counts as one grain. Twins formed inside it are not counted separately.

Let $u(t)$ be the untransformed fraction of the area. In a short time $dt$, a unit area of film offers an area $u$ to nucleation, so

$$\frac{dN}{dt}=I\,u(t),\qquad N=I\int_0^\infty u(t)\,dt. \tag{3}$$

The rate $I$ refers to untransformed area. A rate measured per total film area is already $Iu$ and must not be multiplied by $u$ again.

## 3. The untransformed fraction

The difficulty in finding $u$ is that nucleation depends on $u$ itself: the real nuclei avoid the area that earlier grains have taken. Two geometric facts remove this difficulty.

**Blocked fronts.** Draw around each nucleus $i$, at position $\mathbf x_i$ and birth time $t_i$, the disc of radius $v(t-t_i)$ that it would fill without neighbours. The transformed region is the union of these discs, even though real fronts stop at contact. To see this, take a point $\mathbf x$ and let $i$ be the nucleus with the earliest arrival time $t_i+|\mathbf x-\mathbf x_i|/v$. Suppose another nucleus $j$ reached some point $\mathbf y$ on the straight line from $\mathbf x_i$ to $\mathbf x$ before $i$ did. Continuing from $\mathbf y$ to $\mathbf x$ takes the same time $|\mathbf x-\mathbf y|/v$ for both, so $j$ could also reach $\mathbf x$ before $i$, against the choice of $i$. The line is therefore free, and $\mathbf x$ is transformed at the arrival time of $i$.

**Phantom nuclei.** Now add fictitious nuclei, at the same rate $I$, in the area that is already transformed. Let a phantom be born at $(\mathbf x_1,t_1)$ inside the disc of an older nucleus $(\mathbf x_0,t_0)$, so that $|\mathbf x_1-\mathbf x_0|\le v(t_1-t_0)$. Any point $\mathbf x$ that the phantom reaches by time $t$ obeys $|\mathbf x-\mathbf x_1|\le v(t-t_1)$. The triangle inequality gives

$$|\mathbf x-\mathbf x_0|\le|\mathbf x-\mathbf x_1|+|\mathbf x_1-\mathbf x_0|\le v(t-t_1)+v(t_1-t_0)=v(t-t_0). \tag{4}$$

The older disc has reached the point too. Phantoms leave the covered region unchanged, provided that all speeds are equal. In a simulation that accepted nuclei on untransformed area alone, 36000 random points were examined, and none was covered by phantoms without also being covered by a real grain.

**Probability of no arrival.** Real and phantom nuclei together occur at the uniform rate $I$ over the whole film. A chosen point is untransformed at time $t$ if no nucleus was born early enough and close enough to reach it. A nucleus born at time $s$ had to lie within the distance $v(t-s)$. The mean number of such nuclei is

$$X(t)=\int_0^t I\,\pi v^2(t-s)^2\,ds=\pi I v^2\int_0^t q^2\,dq=\frac{\pi}{3}Iv^2t^3, \tag{5}$$

where $q=t-s$ is the age of the nucleus.

Divide this set of places and birth times into small cells, the $k$-th of which contains a nucleus with probability $p_k$. The cells are independent, so the probability that all are empty is $\prod_k(1-p_k)$. As the cells shrink, $\ln(1-p_k)\to-p_k$ and the sum of the $p_k$ tends to $X$. Therefore

$$u(t)=e^{-X(t)}=e^{-(t/\tau)^3},\qquad \tau=\left(\frac{3}{\pi I v^2}\right)^{1/3}. \tag{6}$$

At scaled times 0.6, 0.9 and 1.2 the simulation left the fractions 0.793, 0.459 and 0.166 untransformed; equation (6) gives 0.798, 0.466 and 0.164.

## 4. The integral over nucleation

Insert (6) into (3) and substitute $y=(t/\tau)^3$. Then $t=\tau y^{1/3}$ and $dt=(\tau/3)\,y^{-2/3}dy$, so

$$\int_0^\infty e^{-(t/\tau)^3}dt=\frac{\tau}{3}\int_0^\infty y^{1/3-1}e^{-y}\,dy=\frac{\tau}{3}\,\Gamma\!\left(\tfrac13\right)=\tau\,\Gamma\!\left(\tfrac43\right). \tag{7}$$

The last step uses $\Gamma(z+1)=z\Gamma(z)$ at $z=1/3$. Hence $N=I\tau\,\Gamma(4/3)$. Writing out $\tau$ gives

$$N=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}I^{\,1-1/3}\,v^{-2/3}
=0.879\left(\frac Iv\right)^{2/3}. \tag{8}$$

The two factors are $\Gamma(4/3)=0.89298$ and $(3/\pi)^{1/3}=0.98475$. The simulation, which knows nothing of phantoms or of equation (6), gave a coefficient of 0.881 from 19038 grains, 0.2% above the formula.

Since the grains fill the film, their mean area is $1/N$. The diameter of a circle with this area is $D=2/\sqrt{\pi N}$, which scales as $(v/I)^{1/3}$.

**When the grains are born.** Stopping the integral (7) at time $t$ gives the share of the final grains that already exist:

$$\frac{N(t)}{N}=\frac{1}{\Gamma(1/3)}\int_0^{(t/\tau)^3}y^{-2/3}e^{-y}dy. \tag{9}$$

By $t=\tau/2$ this share is 0.543 (simulation: 0.542), while the transformed fraction is still $1-e^{-1/8}\approx0.12$. More than half of the grains are thus born while most of the film is still matrix. This does not make the final count most sensitive to the earliest nucleation, because early grains also take the most area from later nuclei. One extra nucleus at $t=0$ adds one grain and removes on average $\int_0^\infty I\pi v^2t^2u\,dt=\int_0^\infty e^{-X}dX=1$ later grains, so its net effect is zero. Raising $I$ by 1% only between $0$ and $\tau/2$ raises $N$ by 0.26%, and only between $\tau/2$ and $\tau$ by 0.32%, out of $2/3$% for a rise at all times.

## 5. Rates that change with time

Let $I(t)$ and $v(t)$ vary, with all fronts sharing the same speed at any moment. Define $R(t)=\int_0^t v\,dt'$. A nucleus born at $s$ has the radius $R(t)-R(s)$, and inequality (4) holds with $v(t-t_1)$ replaced by $R(t)-R(t_1)$, and so on. The same reasoning then gives

$$N=\int_0^\infty I(t)\exp\!\left\{-\pi\int_0^t I(s)\,[R(t)-R(s)]^2ds\right\}dt. \tag{10}$$

This is the form to implement when the rates are not constant.

One case reduces to (8). Let $I(t)=I_0f(t)$ and $v(t)=v_0f(t)$ with a common positive factor $f$, and define the clock $\theta(t)=\int_0^t f\,dt'$. Then $R=v_0\theta$ and $f\,dt=d\theta$, so (10) becomes

$$N=I_0\int_0^\infty\exp\!\left(-\frac{\pi}{3}I_0v_0^2\theta^3\right)d\theta, \tag{11}$$

provided that $\theta$ grows without limit, so that the transformation finishes. This is the constant-rate integral. A common slowing or speeding changes the duration and leaves the grain density alone. Direct evaluation of (10) with $f=1+0.8\sin 3t$ in scaled time returned the coefficient 0.87936, equal to that of (8) to all printed digits.

The opposite extreme is a burst: $N_0$ nuclei per area form at $t=0$ and none later. All of them survive, so $N=N_0$ whatever the speed, and the 2/3 power law is lost. A measured grain density alone cannot tell these cases apart.

## 6. Worked example

The round parameters are $I=0.08\ \mu\mathrm{m}^{-2}\,\mathrm{h}^{-1}$, $v=0.4\ \mu\mathrm{m/h}$ and a film thickness $h=0.5\ \mu\mathrm{m}$. Their ratio is $I/v=0.200\ \mu\mathrm{m}^{-3}$, and $(0.200)^{2/3}=0.3420$. Therefore

$$N=0.87936\times0.3420\ \mu\mathrm{m}^{-2}=0.301\ \mu\mathrm{m}^{-2}=3.01\times10^{7}\ \mathrm{cm}^{-2}.$$

The mean grain area is $1/0.3007=3.33\ \mu\mathrm{m}^2$ and the equivalent diameter is $D=2.06\ \mu\mathrm{m}$.

The time scale is

$$\tau=\left(\frac{3}{\pi\times0.08\times0.4^2}\right)^{1/3}\mathrm{h}=4.21\ \mathrm{h}.$$

Setting $u=1/2$ in (6) gives the half-time $\tau(\ln2)^{1/3}=3.73$ h. Setting $u=0.01$ gives $\tau(\ln100)^{1/3}=7.00$ h for 99% transformation.

The formulas can also be inverted. From a half-time $t_{1/2}$ and a final density $N$, one finds $\tau=t_{1/2}/(\ln2)^{1/3}$, then $I=N/[\tau\,\Gamma(4/3)]$ from (7), and finally $v=\sqrt{3/(\pi I\tau^3)}$ from (6). With 3.73 h and 0.3007 µm⁻² this returns the input values. The inversion is meaningful only if $I$ and $v$ are constant. The measured $u(t)$ must then follow (6) over its whole course, which is a necessary check but not a proof.

## 7. Finite thickness

If all nuclei sit on one face of the film and growth is isotropic, each spherical grain cuts that face in a disc of radius $vq$. The face then obeys the two-dimensional model, and (8) holds for any thickness.

If the nuclei are spread evenly through the depth, keep $I$ as the rate per film area, so that the rate per volume is $I/h$. Consider a point at depth $z$ and nuclei at depth $z'$, with offset $w=|z-z'|$. At age $q>w/v$ such a nucleus cuts the plane of the point in a disc of squared radius $v^2q^2-w^2$. Summing over ages gives, for $vt>w$,

$$\int_{w/v}^{t}\pi(v^2q^2-w^2)\,dq=\pi\left[\frac{v^2t^3}{3}-w^2t+\frac{2w^3}{3v}\right]. \tag{12}$$

The last term comes from the lower limit: $-(w^3/3v-w^3/v)=+2w^3/3v$. For $vt<w$ the integral is zero. The exponent $X(z,t)$ is $I$ times the average of (12) over $z'$, and $N$ is $I$ times the time integral of $e^{-X}$, averaged over $z$.

For a thin film the correction has a simple form. Two random depths have the offset density $2(1-w/h)/h$, which gives $\langle w^2\rangle=2h^2(\tfrac13-\tfrac14)=h^2/6$ and $\langle w^3\rangle=2h^3(\tfrac14-\tfrac15)=h^3/10$. The exponent thus falls by $\pi Ih^2t/6$ and rises by $\pi Ih^3/(15v)$. Expand $e^{-X}$ to first order in these changes, and use $\int_0^\infty t\,e^{-(t/\tau)^3}dt=\tau^2\Gamma(2/3)/3$, obtained with the same substitution as (7). With $\pi I=3/(v^2\tau^3)$ and $\eta=h/(v\tau)$,

$$\frac{\Delta N}{N}\approx\frac{\Gamma(2/3)}{6\,\Gamma(4/3)}\,\eta^2-\frac{\eta^3}{5}\approx0.25\,\eta^2-0.20\,\eta^3. \tag{13}$$

In the example $v\tau=1.684\ \mu\mathrm{m}$ and $\eta=0.30$, so (13) gives about $+1.7\%$. The full depth integral gives $N=0.306\ \mu\mathrm{m}^{-2}$, a change of $+1.8\%$. The density rises because a nucleus must first grow through the thickness before it covers film area at all depths; a front needs 1.25 h to cross the film. At scaled thickness 1.5, where the effect is large, the depth integral gives a coefficient of 1.064 and a simulation with spherical grains gives 1.072.

## 8. Curvature, texture and temperature

**Front curvature.** Suppose the driving force is the boundary energy of the fine matrix. A line of random direction in space crosses $S_V/2$ boundaries per length, where $S_V$ is the boundary area per volume. An equiaxed matrix is assumed here; for columnar grains cut in the film plane the count is $2S_V/\pi$ and the numbers below change. With mean intercept $\ell$ this gives $S_V=2/\ell$, and the driving pressure is $2\gamma/\ell$ for boundary energy $\gamma$. A cylindrical front that advances by $dr$ sweeps the volume $2\pi r\,dr$ per unit thickness and creates the new area $2\pi\,dr$, which costs a pressure $\gamma/r$. If speed is proportional to net pressure and $\gamma$ is the same for both kinds of boundary,

$$\frac{dr}{dt}=v\left(1-\frac{r_c}{r}\right),\qquad r_c=\frac{\ell}{2}. \tag{14}$$

Here $v$ is the speed of a flat front. Since $r/(r-r_c)=1+r_c/(r-r_c)$, the age at radius $r$, starting from $r_0$, is

$$q=\frac1v\left[r-r_0+r_c\ln\frac{r-r_c}{r_0-r_c}\right]. \tag{15}$$

For $\ell=0.1\ \mu\mathrm{m}$, $r_c=0.05\ \mu\mathrm{m}$ and $r_0=0.10\ \mu\mathrm{m}$, the radius at age $\tau$ is 1.61 µm. Without curvature it would be 1.78 µm from the same $r_0$, or 1.68 µm from a point nucleus. Using the radii (15) in the exponent raises $N$ by 2.5% relative to (8). This is the net of two opposing effects: the starting size alone lowers $N$ by 6.6%, and curvature more than reverses that. The net depends on the assumed $r_0$: it is $+6.4\%$ for $r_0=0.075\ \mu\mathrm{m}$ and $-3.1\%$ for $r_0=0.15\ \mu\mathrm{m}$. The phantom argument is also approximate now. Young fronts are slower than old ones and cannot overtake them, but a phantom of finite radius $r_0$ born near a front sticks out of it. For $r_0=0.10$ and $0.15\ \mu\mathrm{m}$ this shifts $N$ by well under 0.1%. Finally, the cylinder assumes that the nucleus spans the film. A spherical nucleus smaller than the thickness feels the pressure $2\gamma/r$ and has $r_c=\ell$, so with these numbers a sphere of radius 0.10 µm would be just critical.

After impingement the same pressures act on curved boundaries. For a radius $D/2$, equation (14) suggests a speed of order $vr_c/(D/2)=0.019\ \mu\mathrm{m/h}$, about 5% of $v$. The structure is slow but not frozen, so $N$ describes the film soon after transformation. Later coarsening lowers it.

**Texture.** Grains of different orientation may have different front speeds. Take two equally frequent classes with speeds $0.5v$ and $1.5v$, at fixed $I$ and fixed mean speed. If phantoms are counted, $v^2$ in (5) is replaced by its mean, $1.25v^2$, and the coefficient becomes $0.879\times1.25^{-1/3}=0.816$. A fast phantom inside a slow grain can overtake that grain's front, however, so this overstates the covered area and understates $N$. The simulation without phantoms gave 0.824, with a sampling error of about 0.006. That sample is too small to resolve the excess over 0.816. Counting the grains with and without phantoms in the same samples gives an excess of about 0.001, so the coefficient is 0.817, about 7% below the equal-speed value. At scaled time 0.9, 8 of 8000 points were covered by phantoms alone: the failure is real but small here. The simulation let discs pass through one another, so the shadow that a slow grain casts on a fast one is left out.

**Temperature.** If $I$ and $v$ are thermally activated with energies $Q_I$ and $Q_v$, then $I/v\propto\exp[-(Q_I-Q_v)/k_BT]$. For equal energies the temperature drops out of $N$, in line with (11). With an assumed gap $Q_I-Q_v=0.2$ eV, holding the film at 300 K instead of 295 K multiplies $I/v$ by 1.14 and $N$ by $1.14^{2/3}$, an increase of 9.1%. The size of this change follows from the assumed gap and the chosen temperature step.

## 9. Plated copper and narrow lines

The example lies roughly in the regime of electroplated copper, whose grains, of order 0.1 µm after plating, can grow to about a micrometre at room temperature within hours to days. The parameters are not a fit to any film. The small thickness correction of Section 7 is purely geometric and holds at a fixed rate per film area. At a fixed rate per volume, $I$ is proportional to $h$ and (8) gives $N\propto h^{2/3}$ for a thin film. In real plated films the rates themselves depend on thickness, thinner films transforming more slowly. Real films may have an incubation time, a limited supply of nucleation sites and many twins; a count that treats twin domains as grains gives $N$ multiplied by the mean number of domains per grain.

In an interconnect, the assumption that breaks most plainly is the wide film. Consider an isolated line of width $b$ much smaller than $D$, with the same $I$ and $v$ and no grains entering from metal above it. Each grain soon spans the width and then grows along the line in two directions. The exponent is $X=\int_0^tIb\,2v(t-s)\,ds=Ibvt^2$, and the number of grains per length is

$$N_L=Ib\int_0^\infty e^{-Ibvt^2}dt=\frac{\sqrt\pi}{2}\left(\frac{Ib}{v}\right)^{1/2}. \tag{16}$$

For $b=0.1\ \mu\mathrm{m}$ and $I/v=0.200\ \mu\mathrm{m}^{-3}$ this is $0.886\sqrt{0.0200}\approx0.125$ grains per µm, or one grain per 8 µm of line. Per area it is $0.125/0.1\approx1.25\ \mu\mathrm{m}^{-2}$, about four times the film value, because a front confined to the line covers new area more slowly than an expanding circle. Within the model, equation (8) should therefore be used for films and for features much wider than $D$; for narrow isolated lines under the stated conditions, (16) takes its place. With the example rates and the thickness neglected, (16) is good to about 1% up to $b=0.5\ \mu\mathrm{m}$ and (8) to about 5% from $b=5\ \mu\mathrm{m}$. With nuclei spread through a depth of $0.5\ \mu\mathrm{m}$, the error of (16) at $b=0.5\ \mu\mathrm{m}$ grows to 2%. At $b\approx D$ neither holds: the density lies 14% above (8) and more than 20% above (16). The 8 µm is a model value and not a prediction for real interconnects. A line of 0.1 µm is no wider than the matrix grains, and the model leaves out pinning at the walls, changes of $I$ and $v$ with width, and grains growing in from overlying metal. The numerical output below lists the values for the film.

## Table of computed values

```
Gamma(4/3) = 0.89298
(3/pi)^(1/3) = 0.98475
coefficient, formula = 0.87936
coefficient, simulation = 0.8814 from 19038 grains
untransformed at scaled t=0.6: simulation 0.793, formula 0.798
untransformed at scaled t=0.9: simulation 0.459, formula 0.466
untransformed at scaled t=1.2: simulation 0.166, formula 0.164
share born before tau/2: simulation 0.542, formula 0.543
points reached only by phantoms, equal speeds = 0 of 36000
same, speeds 0.5v and 1.5v = 8 of 8000
coefficient, speeds 0.5v and 1.5v, simulation = 0.824
same if phantoms are counted, formula = 0.816
coefficient, common time factor in I and v = 0.87936
scaled thickness 1.5: simulation 1.072, integral 1.064
example: nucleation rate I = 0.08 /(um^2 h)
example: front speed v = 0.4 um/h
example: film thickness = 0.5 um
I/v = 0.200 /um^3
(I/v)^(2/3) = 0.3420 /um^2
tau = 4.210 h
time to half transformed = 3.73 h
time to 99% transformed = 7.00 h
grain density N, formula = 0.3007 /um^2
grain density N, nested quadrature = 0.3007 /um^2
grain density N = 3.007e+07 /cm^2
mean grain area = 3.325 um^2
equivalent diameter = 2.058 um
time for a front to cross the thickness = 1.25 h
N with nuclei through the depth = 0.3061 /um^2
change of N from thickness = +1.8 %
matrix mean intercept = 0.1 um
critical radius = 0.050 um, starting radius = 0.100 um
radius at age tau: with curvature 1.612 um, without 1.684 um
change of N from curvature and nucleus size = +2.5 %
curvature-driven speed after impingement = 0.0194 um/h
temperatures = 295 K and 300 K, activation energy gap = 0.2 eV
factor on I/v from the temperature shift = 1.1401
change of N from the temperature shift = +9.1 %
change of N for speeds 0.5v and 1.5v = -6.3 %
```
